# Berry Curvature as a Lower Bound on the Spread of a Band: test program

```python
"""
Result under test, for an isolated band in two dimensions:
    tr g >= |Omega| at each k,   S_I >= A |C| / (2 pi),
with equality for the isotropic lowest Landau level.
Q_ij  = <d_i u|(1-P)|d_j u>   quantum geometric tensor, P = |u><u|
g     = Re Q (metric),  Omega = -2 Im Q_xy (Berry curvature)
C     = integral of Omega over the zone / (2 pi)  (Chern number)
S_I   = A/(2 pi)^2 * integral of tr g  (invariant spread), A = cell area
Landau levels: lengths in units of the magnetic length l, hbar = 1,
gauge potential (0, x), square magnetic cell of area 2 pi.
Lattice model: lengths in units of the lattice constant a.
"""
import numpy as np
from scipy import constants as const
from scipy.special import eval_hermite

# ---------------------------------------------------------------- Landau levels
side = np.sqrt(2 * np.pi)
M = 40
grid = np.arange(M) * side / M
X, Y = np.meshgrid(grid, grid, indexing="ij")
images = np.arange(-9, 10)


def landau_state(x, y, kx, ky, level, lam):
    """Cell-periodic part of a magnetic Bloch state, not normalized."""
    n = images[:, None, None]
    s = x + n * side
    z = np.sqrt(lam) * (s + ky)
    orbital = eval_hermite(level, z) * np.exp(-z**2 / 2)
    return np.sum(np.exp(-1j * kx * s + 2j * np.pi * n * y / side) * orbital,
                  axis=0)


def landau_geometry(kx, ky, level, lam, h=1e-3):
    """Tensor Q by central differences in k and quadrature over the cell."""
    def f(p, q):
        return landau_state(X, Y, p, q, level, lam).ravel()
    u = f(kx, ky)
    norm = np.linalg.norm(u)
    u = u / norm
    dx = (f(kx + h, ky) - f(kx - h, ky)) / (2 * h * norm)
    dy = (f(kx, ky + h) - f(kx, ky - h)) / (2 * h * norm)
    dx = dx - u * np.vdot(u, dx)
    dy = dy - u * np.vdot(u, dy)
    Q = np.array([[np.vdot(p, q) for q in (dx, dy)] for p in (dx, dy)])
    null_norm = np.linalg.norm(dx - 1j * dy)**2
    return Q, null_norm


def ladder_number(kx, ky, level, lam, h=1e-4):
    """<a_k^dagger a_k> from real-space differences of the Bloch state."""
    def f(x, y):
        return landau_state(x, y, kx, ky, level, lam)
    u = f(X, Y)
    px = -1j * (f(X + h, Y) - f(X - h, Y)) / (2 * h) + kx * u
    py = -1j * (f(X, Y + h) - f(X, Y - h)) / (2 * h) + (X + ky) * u
    lowered = (px - 1j * lam * py) / np.sqrt(2 * lam)
    return np.sum(abs(lowered)**2) / np.sum(abs(u)**2)


zone_points = (np.arange(5) + 0.3) * (2 * np.pi / side) / 5
zone_area = (2 * np.pi / side)**2
landau_rows = []
for level, lam in [(0, 1.0), (1, 1.0), (2, 1.0), (0, 2.0)]:
    traces, curvatures, dets, nulls = [], [], [], []
    for kx in zone_points:
        for ky in zone_points:
            Q, null_norm = landau_geometry(kx, ky, level, lam)
            traces.append(np.trace(Q).real)
            curvatures.append(-2 * Q[0, 1].imag)
            dets.append(np.linalg.det(Q.real))
            nulls.append(null_norm)
    traces, curvatures = np.array(traces), np.array(curvatures)
    number = ladder_number(0.4, 0.9, level, lam)
    assert abs(number - level) < 1e-4
    predicted = (2 * level + 1) * (lam + 1 / lam) / 2
    # central differences in k carry a relative error of order h^2 = 1e-6
    assert np.max(abs(traces - predicted)) < 1e-4
    assert np.max(abs(curvatures - 1)) < 1e-4
    if level == 0:
        assert np.max(abs(2 * np.sqrt(dets) - 1)) < 1e-4
    if level == 0 and lam == 1.0:
        assert max(nulls) < 1e-8
    else:
        assert min(nulls) > 0.1
    chern = np.mean(curvatures) * zone_area / (2 * np.pi)
    spread = side**2 * zone_area / (2 * np.pi)**2 * np.mean(traces)
    landau_rows.append((level, lam, spread, np.mean(curvatures), chern))

lll_spread, lll_chern = landau_rows[0][2], landau_rows[0][4]
lll_bound = side**2 * abs(lll_chern) / (2 * np.pi)
assert abs(lll_spread - lll_bound) < 1e-4

field = 10.0
length_nm = np.sqrt(const.hbar / (const.e * field)) * 1e9
flux_cell_nm2 = const.h / (const.e * field) * 1e18
assert abs(flux_cell_nm2 / (side * length_nm)**2 - 1) < 1e-8

# ------------------------------------------- three bands: pointwise inequalities
rng = np.random.default_rng(7)


def random_matrix():
    return rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))


onsite, hop_x, hop_y = random_matrix(), random_matrix(), random_matrix()


def lowest_state(kx, ky):
    half = onsite / 2 + hop_x * np.exp(1j * kx) + hop_y * np.exp(1j * ky)
    return np.linalg.eigh(half + half.conj().T)[1][:, 0]


def distance_and_loop(kx, ky, h=1e-3):
    """Metric from state distances, curvature from the phase of a small loop."""
    def dist(ax, ay):
        p = lowest_state(kx - ax * h / 2, ky - ay * h / 2)
        q = lowest_state(kx + ax * h / 2, ky + ay * h / 2)
        return (1 - abs(np.vdot(p, q))**2) / h**2
    gxx, gyy = dist(1, 0), dist(0, 1)
    gxy = (dist(1, 1) - dist(1, -1)) / 4
    corners = [lowest_state(kx + sx * h / 2, ky + sy * h / 2)
               for sx, sy in [(-1, -1), (1, -1), (1, 1), (-1, 1)]]
    loop = np.prod([np.vdot(corners[i], corners[(i + 1) % 4])
                    for i in range(4)])
    det = max(gxx * gyy - gxy**2, 0.0)
    return gxx + gyy, 2 * np.sqrt(det), abs(np.angle(loop)) / h**2


points = [(0.7, 1.1)] + [tuple(p) for p in rng.uniform(0, 2 * np.pi, (300, 2))]
chain = np.array([distance_and_loop(*p) for p in points])
tr3, det3, curv3 = chain.T
# allowance for the finite loop size, relative to the local metric
slack = 1e-4 * tr3 * (1 + tr3)
assert np.all(tr3 - det3 > -slack)
assert np.all(det3**2 - curv3**2 > -slack * tr3)
assert np.all(tr3 - curv3 > -slack)
assert np.max((det3 - curv3) / tr3) > 0.01

# ------------------------------------------------------ two-band lattice model
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])


def mesh(N):
    k = 2 * np.pi * (np.arange(N) + 0.5) / N
    return np.meshgrid(k, k, indexing="ij")


def lattice_band(m, N=200):
    """Invariant spread two ways, mean |Omega|, and Chern number two ways."""
    kx, ky = (q[..., None, None] for q in mesh(N))
    H = (np.sin(kx) * sx + np.sin(ky) * sy
         + (m + np.cos(kx) + np.cos(ky)) * sz)
    energy, vec = np.linalg.eigh(H)
    u, v = vec[..., 0], vec[..., 1]
    gap = energy[..., 0] - energy[..., 1]

    def coupling(dH):
        return np.einsum("xya,xyab,xyb->xy", v.conj(), dH, u) / gap
    tx = coupling(np.cos(kx) * sx - np.sin(kx) * sz)
    ty = coupling(np.cos(ky) * sy - np.sin(ky) * sz)
    trace = abs(tx)**2 + abs(ty)**2
    omega = -2 * (tx.conj() * ty).imag
    P = u[..., :, None] * u[..., None, :].conj()
    P_R = np.fft.ifft2(P, axes=(0, 1))
    R = np.fft.fftfreq(N) * N
    R2 = R[:, None]**2 + R[None, :]**2
    real_space = 0.5 * np.sum(R2 * np.sum(abs(P_R)**2, axis=(2, 3)))
    link_x = np.sum(u.conj() * np.roll(u, -1, 0), axis=-1)
    link_y = np.sum(u.conj() * np.roll(u, -1, 1), axis=-1)
    loops = (link_x * np.roll(link_y, -1, 0)
             * np.roll(link_x, -1, 1).conj() * link_y.conj())
    chern_links = -np.sum(np.angle(loops)) / (2 * np.pi)
    chern_integral = 2 * np.pi * np.mean(omega)
    return (np.mean(trace), real_space, np.mean(abs(omega)),
            chern_links, chern_integral)


lattice_rows = []
for m in (-0.5, -1.0, -1.5, -3.0):
    s_k, s_R, mean_abs, c_links, c_int = lattice_band(m)
    assert abs(s_k - s_R) < 1e-7
    assert abs(c_links - c_int) < 1e-6
    assert abs(abs(c_links) - (0 if m == -3.0 else 1)) < 1e-8
    bound = abs(c_links) / (2 * np.pi)
    assert s_k > mean_abs and mean_abs > bound - 1e-9
    lattice_rows.append((m, c_links, s_k, mean_abs, bound))


# -------------------------------------- Wannier spread in an explicit gauge
def spinor(kx, ky, m):
    dx, dy, dz = np.sin(kx), np.sin(ky), m + np.cos(kx) + np.cos(ky)
    d = np.sqrt(dx**2 + dy**2 + dz**2)
    u = np.stack([dz - d + 0j, dx + 1j * dy], axis=-1)
    return u / np.linalg.norm(u, axis=-1, keepdims=True)


def wannier_spread(m, N):
    w = np.fft.ifft2(spinor(*mesh(N), m), axes=(0, 1))
    weight = np.sum(abs(w)**2, axis=-1)
    R = np.fft.fftfreq(N) * N
    mean_x = np.sum(R[:, None] * weight)
    mean_y = np.sum(R[None, :] * weight)
    second = np.sum((R[:, None]**2 + R[None, :]**2) * weight)
    return second - mean_x**2 - mean_y**2


kx, ky = mesh(200)
h = 1e-4
u0 = spinor(kx, ky, -3.0)
gauge_part = 0.0
for ax, ay in [(1, 0), (0, 1)]:
    du = (spinor(kx + ax * h, ky + ay * h, -3.0)
          - spinor(kx - ax * h, ky - ay * h, -3.0)) / (2 * h)
    connection = (1j * np.sum(u0.conj() * du, axis=-1)).real
    gauge_part += np.var(connection)
trivial_invariant = lattice_rows[-1][2]
trivial_total = wannier_spread(-3.0, 200)
assert abs(trivial_total - trivial_invariant - gauge_part) < 1e-6

sizes = (128, 256, 512)
chern_spreads = [wannier_spread(-1.0, N) for N in sizes]
growth = np.diff(chern_spreads)
growth_law = np.log(2) / (2 * np.pi)
assert abs(growth[-1] - growth_law) < 1e-3

# ---------------------------------------------------------------------- output
print("Landau levels, lengths in magnetic length l, cell area 2 pi l^2")
for level, lam, spread, curv, chern in landau_rows:
    print(f"n={level} lambda={lam:.0f}: S_I = mean tr g = {spread:.4f} l^2, "
          f"Omega = {curv:.4f} l^2, C = {chern:.4f}")
print(f"bound A|C|/(2 pi) = {lll_bound:.4f} l^2")
print(f"magnetic field = {field:.1f} T")
print(f"magnetic length l = {length_nm:.3f} nm")
print(f"side of square magnetic cell = {side * length_nm:.3f} nm")
print(f"magnetic cell area A = {flux_cell_nm2:.2f} nm^2")
print(f"lowest level S_I = {lll_spread * length_nm**2:.3f} nm^2")
print(f"bound A|C|/(2 pi) = "
      f"{flux_cell_nm2 * abs(lll_chern) / (2 * np.pi):.3f} nm^2")
print("Random three-band model, lowest band, lattice constant a")
print(f"k = ({points[0][0]}, {points[0][1]}) / a")
print(f"tr g = {tr3[0]:.5f} a^2")
print(f"2 sqrt(det g) = {det3[0]:.5f} a^2")
print(f"|Omega| = {curv3[0]:.5f} a^2")
print(f"number of k points tested = {len(points)}")
print("Two-band lattice model, lower band, cell area a^2")
for m, c, s, mean_abs, bound in lattice_rows:
    print(f"m={m:.1f}: C = {round(c):d}, S_I = {s:.5f} a^2, "
          f"mean |Omega| = {mean_abs:.5f} a^2, bound = {bound:.5f} a^2")
    if bound > 1e-6:
        print(f"   ratio S_I / bound = {s / bound:.4f}")
print("Wannier spread, trivial phase m=-3.0")
print(f"total = {trivial_total:.5f} a^2")
print(f"invariant part = {trivial_invariant:.5f} a^2")
print(f"gauge-dependent part = {gauge_part:.5f} a^2")
print("Spread on an N x N mesh, Chern phase m=-1.0, one gauge vortex")
for N, s in zip(sizes, chern_spreads):
    print(f"N = {N}: total spread = {s:.5f} a^2")
print(f"growth from N=256 to N=512 = {growth[-1]:.5f} a^2")
print(f"predicted growth ln2/(2 pi) = {growth_law:.5f} a^2")
print("verified")
```

Output:

```
Landau levels, lengths in magnetic length l, cell area 2 pi l^2
n=0 lambda=1: S_I = mean tr g = 1.0000 l^2, Omega = 1.0000 l^2, C = 1.0000
n=1 lambda=1: S_I = mean tr g = 3.0000 l^2, Omega = 1.0000 l^2, C = 1.0000
n=2 lambda=1: S_I = mean tr g = 5.0000 l^2, Omega = 1.0000 l^2, C = 1.0000
n=0 lambda=2: S_I = mean tr g = 1.2500 l^2, Omega = 1.0000 l^2, C = 1.0000
bound A|C|/(2 pi) = 1.0000 l^2
magnetic field = 10.0 T
magnetic length l = 8.113 nm
side of square magnetic cell = 20.336 nm
magnetic cell area A = 413.57 nm^2
lowest level S_I = 65.821 nm^2
bound A|C|/(2 pi) = 65.821 nm^2
Random three-band model, lowest band, lattice constant a
k = (0.7, 1.1) / a
tr g = 0.75252 a^2
2 sqrt(det g) = 0.51421 a^2
|Omega| = 0.33416 a^2
number of k points tested = 301
Two-band lattice model, lower band, cell area a^2
m=-0.5: C = 1, S_I = 0.28629 a^2, mean |Omega| = 0.21337 a^2, bound = 0.15915 a^2
   ratio S_I / bound = 1.7988
m=-1.0: C = 1, S_I = 0.22682 a^2, mean |Omega| = 0.18923 a^2, bound = 0.15915 a^2
   ratio S_I / bound = 1.4251
m=-1.5: C = 1, S_I = 0.19415 a^2, mean |Omega| = 0.17806 a^2, bound = 0.15915 a^2
   ratio S_I / bound = 1.2199
m=-3.0: C = 0, S_I = 0.03874 a^2, mean |Omega| = 0.02983 a^2, bound = 0.00000 a^2
Wannier spread, trivial phase m=-3.0
total = 0.03983 a^2
invariant part = 0.03874 a^2
gauge-dependent part = 0.00109 a^2
Spread on an N x N mesh, Chern phase m=-1.0, one gauge vortex
N = 128: total spread = 0.98307 a^2
N = 256: total spread = 1.09340 a^2
N = 512: total spread = 1.20372 a^2
growth from N=256 to N=512 = 0.11032 a^2
predicted growth ln2/(2 pi) = 0.11032 a^2
verified
```
